# Separating space and time errors in a polarization-electrostatics solver

Before a ferroelectric switching calculation is used to choose a pulse length, someone must decide whether to spend the next hour of computing on a finer grid or on a shorter time step. Someone must also decide whether the boundary conditions can be trusted at all. Refining everything until the curve stops moving answers neither question: it mixes the two errors, and a solver with a missing boundary term also settles down, to the wrong curve.

## The equations to be solved

Take a film $0<z<L$, uniform in its plane, with polarization $P(z,t)$ along $z$ and potential $\phi$. Primes on fields denote $\partial_z$; $E=-\phi'$ and $D=\varepsilon E+P$, where $\varepsilon$ is the background permittivity. With constant coefficients,

$$\Gamma P_t=-f'(P)+gP''+E+S,\qquad D'=\rho, \tag{1}$$

where $f=\alpha P^2/2+\beta P^4/4+\gamma P^6/6$ and $f'(P)=\alpha P+\beta P^3+\gamma P^5$. The sources $S$ and $\rho$ vanish in physical runs.

Let each surface have energy $a_sP^2/2+b_sP^4/4$ per area, and let $n=-1$ at $z=0$ and $n=+1$ at $z=L$ be the outward normal. Varying the gradient energy gives

$$\delta\int\tfrac g2P'^2dz=\sum_{\rm ends}g\,nP'\delta P-\int gP''\delta P\,dz .$$

The end terms must cancel the variation of the surface energy. Allowing a test source $s$,

$$g\,nP'+a_sP+b_sP^3=s. \tag{2}$$

Between film and electrode lies a paraelectric layer of thickness $d$, with field $D_n/\varepsilon_i+b_iD_n^3$ along the outward normal. Without free charge at the interface, $D_n=nD$ is continuous. The potential falls along the field, so the film surface lies above the electrode potential $V$ by

$$\phi-V=AD_n+BD_n^3,\qquad A=d/\varepsilon_i,\quad B=d\,b_i. \tag{3}$$

This condition is nonlinear in a flux that contains both unknowns.

## What the naive test measures

Use central differences inside the film with spacing $h=L/N$. At both ends the outward derivative is $(3u_0-4u_1+u_2)/(2h)$, where $u_0$ is the surface value and $u_1,u_2$ lie inward. In time, one backward Euler step of length $k$ is followed by the two-step formula BDF2,

$$P_t\approx\frac{3P^{m+1}-4P^m+P^{m-1}}{2k}.$$

All other terms are taken at the new time. Newton's method solves for $P$ and $\phi$ together.

The method of manufactured solutions chooses smooth $P$ and $\phi$ first, then computes the data that make them a solution:

$$S=\Gamma P_t+f'(P)-gP''+\phi',\qquad \rho=P'-\varepsilon\phi'',$$

with $s$ from (2) and $V=\phi-AD_n-BD_n^3$ at each end. The derivatives are analytic, so the data know nothing of the grid.

If the chosen solution is general in both variables, the leading error is $ah^2+bk^2$. Halving $h$ at fixed $k$ gives the apparent order

$$\log_2\left|\frac{ah^2+bk^2}{ah^2/4+bk^2}\right|\longrightarrow0\quad(h\to0).$$

As an example, write $x=z/L$, with $t$ in ns, $P$ in C/m² and $\phi$ in V, and take

$$P=0.25+0.1\cos(5x+0.4)\cos2t,\qquad \phi=0.3\sin(6x+0.2)\cos1.5t.$$

The film parameters are those given below. At $k=0.2$ ns, going from $N=320$ to 640 gave order $-0.003$ for $P$; the largest error stayed at $1.2\times10^{-3}$ C/m². The spatial scheme is sound, but this test cannot show it.

Halving both steps together, ending at $N=640$ and $k=0.00625$ ns, gave orders 2.13 for $P$ and 2.00 for $\phi$. The excess in the first may come from partial cancellation between the two errors; that is a conjecture. Even a clean 2 would not say how large each part is.

## Choosing solutions that remove one error

The remedy follows from the truncation errors. For the central formulas, Taylor expansion gives

$$\frac{u_{i+1}-u_{i-1}}{2h}=u'+\frac{h^2}{6}u'''+\dots,\qquad
\frac{u_{i+1}-2u_i+u_{i-1}}{h^2}=u''+\frac{h^2}{12}u''''+\dots$$

At a boundary let $y$ be the inward distance. In $3u_0-4u_1+u_2$ the terms in $u_0$ cancel, the first derivative has coefficient $(-4+2)h$, the second $(-2+2)h^2$ and the third $(-\tfrac46+\tfrac86)h^3$. Hence

$$\frac{3u_0-4u_1+u_2}{2h}=-u_y+\frac{h^2}{3}u_{yyy}+\dots,$$

and $-u_y$ is the outward derivative. All three formulas are exact for quadratics in $z$. The nonlinear terms add no error, since they are evaluated at nodes from exact values and derivatives.

In time, expand about the new level: $P^m=P-kP_t+\tfrac{k^2}2P_{tt}-\tfrac{k^3}6P_{ttt}+\dots$, and $P^{m-1}$ likewise with $2k$. The coefficients of $P_t$, $P_{tt}$ and $P_{ttt}$ in $3P-4P^m+P^{m-1}$ are $(4-2)k$, $(-2+2)k^2$ and $(\tfrac46-\tfrac86)k^3$. Thus

$$\frac{3P-4P^m+P^{m-1}}{2k}=P_t-\frac{k^2}{3}P_{ttt}+\dots,\qquad
\frac{P-P^m}{k}=P_t-\frac k2P_{tt}+\dots$$

BDF2 is exact for quadratics in $t$, but the backward Euler start is exact only for linear functions. A spatial test that includes the start therefore needs $P$ linear in time; $\phi$ has no time derivative in (1) and could vary freely, but is kept linear here. For general solutions the single first step makes an error $k\times O(k)=O(k^2)$ in $P$, which does not spoil second order.

Let $e$ be the numerical minus the exact nodal solution. For small $e$ it obeys a linearized discrete system driven by the spatial and temporal truncation errors, $\tau_h$ and $\tau_k$. If that system is stable:

- Linear in $t$, general in $z$: $\tau_k=0$, so $e=C_1(k)h^2+\dots$
- Quadratic in $z$, general in $t$: $\tau_h=0$, so $e=C_2(h)k^2+\dots$

The constants may depend on the other step, because the discrete system still carries $e$ forward. What has vanished is any error that survives when the tested step goes to zero.

## The film and the two measurements

The film has $L=10$ nm, $\Gamma=0.4$ Ω m, $\alpha=-4\times10^8$ m/F, $\beta=1.6\times10^9$ V m⁵/C³, $\gamma=1.6\times10^9$ V m⁹/C⁵, $g=5\times10^{-10}$ m³/F and $\varepsilon=10\varepsilon_0$. At the surfaces $a_s=0.1$ m²/F and $b_s=0.5$ V m⁶/C³. Each layer has $d=0.4$ nm and $\varepsilon_i=200\varepsilon_0$, so $A=0.226$ V m²/C; its cubic coefficient is $B=3.2$ V m⁶/C³.

The first test combines both restrictions:

$$P=0.3+0.1x-0.15x^2+t(0.05-0.04x+0.06x^2),$$
$$\phi=0.1+0.4x-0.3x^2+t(0.1-0.2x+0.15x^2).$$

Every truncation error is zero, so the solver must return these values to rounding. With $N=16$ and $k=0.25$ ns the largest error after 1 ns was $3\times10^{-16}$, in C/m² or V. Raising any one of the ten coefficients in (1)–(3) by 1% in the solver, with the data unchanged, raised the error to at least $1.4\times10^{-5}$; the weakest response was to $\varepsilon$. This patch test finds a wrong coefficient without a convergence study.

For the spatial order take

$$P=0.25+0.1\cos(5x+0.4)+0.05\,t\sin(4x+0.3),$$
$$\phi=0.3\sin(6x+0.2)+0.1\,t\cos5x.$$

With $k$ held at 0.1 ns, going from $N=640$ to 1280 reduced the error in $P$ after 1 ns from $1.724\times10^{-6}$ to $4.310\times10^{-7}$ C/m². The ratio is 4.00 and the order 2.00; $\phi$ gave the same order.

For the temporal order take

$$P=0.25+0.08\sin2t+0.1x\cos1.5t-0.06x^2e^{-t},$$
$$\phi=0.1\cos t+0.3x\sin1.2t+0.1x^2\cos2t.$$

With $N$ held at 16, halving $k$ from 0.00625 to 0.003125 ns reduced the error in $P$ after 2 ns from $7.918\times10^{-6}$ to $1.984\times10^{-6}$ C/m². The order is again 2.00 for both fields. The spacing here is 0.625 nm, far too coarse for the physical film, yet it contributes no spatial truncation error.

## Making the boundary terms visible

An order of two is not enough if the solution never exercises the term in question. Omitting $b_sP^3$ changes the residual of (2) by $b_sP^3$; omitting the layer cubic changes that of (3) by $BD_n^3$. Neither change is seen where $P$ and $D_n$ vanish. The harmless-looking choice

$$P=0.3\sin(\pi x)(1+0.2t),\qquad \phi=0.2\cos(\pi x)(1+0.1t)$$

has $P=\phi'=0$ at both surfaces, hence $D_n=0$. A solver lacking both cubics still converged to it with orders 2.00 in $P$ and $\phi$.

With the spatial test solution, whose surface values do not vanish, the same omissions are plain. At $k=0.1$ ns and $N=1280$, dropping $b_s$ left an error of $1.5\times10^{-2}$ C/m² in $P$, and dropping $B$ left 0.12 V in $\phi$. Both errors had order zero in $h$. The correct solver's errors there are $4\times10^{-7}$ C/m² and $1.6\times10^{-6}$ V.

Two subtler faults leave the limit correct but lower the order. The boundary derivative $(u_0-u_1)/h=-u_y-\tfrac h2u_{yy}+\dots$ has a first-order error. Taking the surface cubic from the old time level changes it by $-3b_sP^2P_t\,k$ to leading order. The patch solution isolates each, since the correct scheme makes no truncation error on it. The observed orders were 1.02 in $h$ and 1.00 in $k$.

A wrong Jacobian is a different matter: Newton's method may still reach the right root, only more slowly, and the solution error then shows nothing. For (3), with outward-derivative weights $w_j$, the required entries are

$$\frac{\partial R}{\partial\phi_j}=\delta_{j0}+(A+3BD_n^2)\,\varepsilon w_j,\qquad
\frac{\partial R}{\partial P_0}=-n(A+3BD_n^2),$$

because $D_n=nP_0-\varepsilon\sum_jw_j\phi_j$. The whole Jacobian was compared with finite differences of the residual at a random eight-node state. The largest difference was $3\times10^{-10}$ in units of nm, ns, V and C/m².

## What manufactured data cannot decide

If a sign is wrong in (1) and the data are computed from the same wrong equation, the tests above can still pass, provided the wrong equation does not strongly amplify small errors. Independent physics is needed.

One check is energy balance. With $\rho=S=s=0$, $D$ is uniform, and each layer stores $\int(AD+BD^3)\,dD$. The total energy per area is

$$F=\int\left(f+\tfrac g2P'^2+\tfrac\varepsilon2E^2\right)dz+\sum_{\rm ends}\left(\tfrac{a_s}2P^2+\tfrac{b_s}4P^4\right)+AD^2+\tfrac B2D^4.$$

Differentiate, integrate the gradient term by parts, and use (2) to remove the surface terms. Since $\varepsilon E_t=D_t-P_t$,

$$F_t=\int(f'-gP''-E)P_t\,dz+D_t\left[\int E\,dz+2(AD+BD^3)\right].$$

The first bracket is $-\Gamma P_t$ by (1). Condition (3) gives $\phi(0)=V_0-(AD+BD^3)$ and $\phi(L)=V_L+(AD+BD^3)$, so $\int E\,dz=V_0-V_L-2(AD+BD^3)$. Therefore

$$F_t=(V_0-V_L)D_t-\Gamma\int P_t^2\,dz. \tag{4}$$

The film was relaxed at zero voltage with $P<0$, then driven at $z=0$ by a pulse rising smoothly to 1.5 V in 1 ns and held until 10 ns. The source did 1.2175 J/m² of work, $F$ rose by 0.0843 and 1.1331 J/m² became heat. The mismatch is $8\times10^{-5}$ J/m², or 0.007% of the heat.

The rest state was also solved by collocation, with the constant $D$ as an extra unknown. From $N=400$ to 800 the surface polarization approached that result with order 1.92, ending $2\times10^{-5}$ C/m² away. The shortfall from 2 probably reflects a thin surface layer. At fixed $D$, $E=(D-P)/\varepsilon$, and a small deviation $p$ from the interior value obeys $gp''=(f''+1/\varepsilon)p$. It decays over

$$\xi=\sqrt{\frac{g}{f''+1/\varepsilon}}\approx0.2\ \text{nm},$$

with $f''$ at the bulk minimum, so $h/\xi$ is still 0.12 at $N=400$.

A hand estimate guards against gross mistakes. Integrate (1) at rest, insert (2) and (3), and set $P\approx D$ uniform. In V, nm and C/m²,

$$\left[-0.4+\tfrac2{10}(0.226+0.1)\right]+\left[1.6+\tfrac2{10}(3.2+0.5)\right]P^2+1.6P^4=0.$$

The brackets are $-0.335$ and 2.34, giving $P^2=0.131$ and $P=0.362$ C/m², or 36.2 µC/cm². The solver gives $|D|=36.2$ µC/cm²; without surfaces and layers the bulk value is 45.5.

## Spending the next refinement

Define the switching time $T$ by $D=0$; it marks the speed of the response, not the shortest pulse that leaves the film switched. From $N=200$ and $k=0.02$ ns, halving $h$ alone changed $T$ by $3.3\times10^{-4}$ ns and halving $k$ alone by $2.9\times10^{-5}$ ns. For a second-order error $Ch^2$, halving $h$ removes $3Ch^2/4$ and leaves $Ch^2/4$, one third of the change. At $N=400$ and $k=0.01$ ns the estimated remaining errors are thus $1.1\times10^{-4}$ and $1\times10^{-5}$ ns, with $T=1.768$ ns. The first estimate is somewhat low: with $h/\xi\approx0.25$ at $N=200$ the order of $T$ in $h$ is nearer 1.85, and the remaining grid error is about $1.3\times10^{-4}$ ns. For this pulse the next refinement belongs to the grid, though neither error matters for choosing a pulse length.

The boundary terms matter far more. At $N=200$ and $k=0.02$ ns, with the rest state recomputed, omitting $b_s$ gives $T=1.795$ ns and omitting $B$ gives 1.998 ns, 13% too long. Before switching $D$ is negative, so the layer drops add to the voltage across the film. At $|D|=0.3616$ C/m² they total $2(0.082+0.151)=0.47$ V. Without $B$, $|D|$ starts at 0.413 C/m² and they total 0.19 V. The film starts farther from zero with less help.

## The model beside a real film

The values of $\alpha$, $\beta$ and $\gamma$ are rough ones for PbTiO₃ at room temperature with all strains held at zero; a real film can still strain along its normal. The model also keeps $P$ along $z$. With the usual three-component Landau coefficients, fully clamped PbTiO₃ has its minimum along [111], and a state with $P_z\approx0.36$ C/m² would tilt into the plane, so the rest state and switching path here are those of a uniaxial model. The gradient, surface and layer coefficients are illustrative. The bulk polarization of 45.5 µC/cm² is well below the roughly 75 µC/cm² of the bulk crystal, and $\Gamma$ is assumed, so the nanosecond scale is too. Real films can switch by nucleation and growth of domains, which lateral uniformity forbids; the resulting shift in $T$ is not bounded here. Nor is a single domain guaranteed at rest. Its energy exceeds the bulk minimum by 104 mJ/m², while a domain wall, if $g$ has the same value for variation in the plane, costs $\int\sqrt{2g(f-f_{\min})}\,dP=91$ mJ/m² of wall area. Vertical stripes of $\pm P$ along $z$ narrower than $10\times91/104\approx8.7$ nm cannot pay for their walls; wider ones might.

The length $\xi$ is below the lattice constant of about 0.4 nm, so the surface profile is beyond continuum theory however well it is resolved. The mid-film field peaks at 1.7 MV/cm, but the average over the outermost 0.025 nm reaches 4.3 at $N=400$ (4.2 when converged, and 4.5 at the surface itself), above a rough breakdown value of 3 MV/cm. In the layer it reaches 12 MV/cm. For a 1 eV barrier and the free-electron mass, the tunnelling exponent is 39 through the film at its peak mid-film field. Through the layer it is only 4 even without a field, so the layer may leak. If leakage removed the layer drops entirely, setting $A=B=0$ in the uniform estimate would raise $P$ from 36 to 44 µC/cm². With a rough heat capacity of $3\times10^6$ J/(m³ K), the dissipated energy would heat an isolated film by 38 K, weakening $|\alpha|$ by 7%; operation 60 K warmer weakens it by 11%. A 50 Ω series resistor would take 24 mV at peak current for a 1 µm² device. These effects outweigh the numerical error in $T$, so a finer grid would not make this calculation a better forecast of a real film. The full figures are in the numerical output.

## Values computed for the example and the checks

```
film L 10 nm; layers 0.4 nm; Gam 0.4 ohm m
alpha -4.0e+08 m/F; beta 1.6e+09 V m5/C3; gamma 1.6e+09 V m9/C5
g 5.0e-10 m3/F; eps/eps0 10; a_s 0.1 m2/F; b_s 0.5 V m6/C3
layer: eps/eps0 200; A 0.2259 V m2/C; B 3.20 V m6/C3
Jacobian, largest difference (solver units): 3.2e-10
patch test, largest error (C/m2 or V): 3.1e-16
1% coefficient change, weakest (eps): 1.4e-05
space test, dt 0.1 ns: N, error P (C/m2), error phi (V), orders
     80 1.112e-04 4.047e-04
    160 2.767e-05 1.012e-04  2.007 1.999
    320 6.903e-06 2.531e-05  2.003 2.000
    640 1.724e-06 6.328e-06  2.001 2.000
   1280 4.310e-07 1.582e-06  2.001 2.000
time test, N 16: dt (ns), error P (C/m2), error phi (V), orders
  0.050000 4.896e-04 3.793e-04
  0.025000 1.250e-04 9.649e-05  1.970 1.975
  0.012500 3.154e-05 2.431e-05  1.987 1.989
  0.006250 7.918e-06 6.100e-06  1.994 1.995
  0.003125 1.984e-06 1.528e-06  1.997 1.997
general solution, only h refined: order P -0.003, error 1.24e-03 C/m2
general solution, both refined: orders 2.125 2.004
b_s omitted: order P 0.001, error 1.47e-02 C/m2
B omitted: order phi 0.000, error 1.17e-01 V
first-order boundary derivative: order in h 1.017
lagged surface cubic: order in dt 0.999
both cubics omitted, blind solution: orders 1.999 2.001
rest state: order to collocation 1.923, error at N 800 2.1e-05 C/m2
bulk P 45.51; uniform estimate 36.24; remanent |D| 36.16 uC/cm2
rest |P|: surface 34.39, middle 36.66 uC/cm2
pulse 1.5 V, rise 1.0 ns, duration 10 ns
t_sw (D=0), N 200, dt 0.02 ns: 1.767854 ns
change on halving h 3.33e-04 ns; halving dt 2.88e-05 ns
t_sw, N 400, dt 0.01 ns: 1.768216 ns
remaining error estimates: h 1.1e-04 ns; dt 9.6e-06 ns
without b_s: t_sw 1.7947 ns, remanent |D| 36.69 uC/cm2
without B: t_sw 1.9978 ns, remanent |D| 41.27 uC/cm2
work 1.2175, energy change 0.0843, heat 1.1331, imbalance 8.0e-05 J/m2
correlation length 0.202 nm; rough lattice constant 0.4 nm
peak field: middle 1.74, surface 4.26, layer 12.26 MV/cm
rough breakdown 3 MV/cm; middle/breakdown 0.58
tunnel exponent, 1 eV barrier: film 39.4, layer 4.1
adiabatic heating 37.8 K (rough heat capacity 3e+06 J/m3K)
alpha shift: heating 7.1 %, 60 K warmer 11.3 % (rough Curie 1.5e+05 K)
peak current 4.86e+04 A/cm2; drop in 50 ohm, 1 um2: 24.3 mV
wall energy 90.7 mJ/m2; film excess 103.8 mJ/m2; least stripe width 8.7 nm
```
